\section*{Geometric Statistics of Acid-Catalysed Deprotection in Chemically Amplified Resists}

\section{Result and model}

In a chemically amplified resist, exposure creates acid molecules. During the post-exposure bake each acid removes protecting groups from the polymer and is regenerated after every cleavage, until some other process removes it. Let $r$ be the rate at which one living acid cleaves protected sites, $q$ the rate at which it is lost, and $N$ the number of sites it cleaves in its life. Then
\begin{equation}
P(N=n)=(1-p)\,p^n,\qquad p=\frac{r}{r+q},\qquad n=0,1,2,\ldots
\label{eq:geo}
\end{equation}
With $x=r/q$, the mean, variance and Fano factor are
\begin{equation}
\langle N\rangle=x,\qquad \mathrm{Var}\,N=x(1+x),\qquad
F\equiv\frac{\mathrm{Var}\,N}{\langle N\rangle}=1+x .
\label{eq:moments}
\end{equation}
A Poisson distribution has $F=1$, so the counts are super-Poissonian for every $x>0$.

The result rests on four assumptions. Cleavage and loss are independent, memoryless events. Cleavage leaves the acid intact. Protected sites are in such excess that $r$ stays constant, and $q$ is constant too. Finally, the bake lasts much longer than the mean acid lifetime $1/q$. Later sections relax the conditions on bake time and constant rates.

\section{Derivation from the master equation}

Let $A_n(t)$ be the probability that the acid is alive at time $t$ and has made $n$ cleavages. It starts with $A_0(0)=1$. A cleavage moves probability from $n-1$ to $n$; a cleavage or a loss removes it from $n$. Therefore
\begin{equation}
\frac{dA_n}{dt}=rA_{n-1}-(r+q)A_n,\qquad A_{-1}=0 .
\label{eq:master}
\end{equation}
Summed over $n$, the cleavage terms cancel, and the total survival probability obeys $\dot s=-qs$. Thus $s=e^{-qt}$, and every $A_n$ vanishes as $t\to\infty$.

Define $I_n=\int_0^\infty A_n\,dt$, the mean time spent alive with count $n$. Integrating \eqref{eq:master} gives $-A_n(0)=-\delta_{n0}$ on the left, so
\begin{equation}
(r+q)I_n=rI_{n-1}+\delta_{n0}.
\label{eq:occupation}
\end{equation}
Hence $I_0=1/(r+q)$ and $I_n=pI_{n-1}$ for $n\ge1$, which gives $I_n=p^n/(r+q)$. The acid ends with count $n$ if it is lost while in that state. This happens at rate $q$, so $P(N=n)=qI_n$. Since $q/(r+q)=1-p$, equation \eqref{eq:geo} follows.

The number $p$ has a direct meaning. The probability that a cleavage comes before loss is
\begin{equation}
\int_0^\infty r e^{-rt}e^{-qt}\,dt=\frac{r}{r+q}=p .
\end{equation}
After each cleavage the same race starts afresh, because neither process has a memory. A count of $n$ requires $n$ wins followed by one defeat.

For the moments, differentiate $\sum_n p^n=(1-p)^{-1}$ once and twice with respect to $p$:
\begin{equation}
\sum_n np^{n-1}=\frac1{(1-p)^2},\qquad
\sum_n n(n-1)p^{n-2}=\frac2{(1-p)^3}.
\end{equation}
Multiplication by $(1-p)p$ and $(1-p)p^2$, respectively, gives
\begin{equation}
\langle N\rangle=\frac p{1-p}=x,\qquad
\langle N(N-1)\rangle=\frac{2p^2}{(1-p)^2}=2x^2 .
\end{equation}
The variance is $\langle N(N-1)\rangle+\langle N\rangle-\langle N\rangle^2=2x^2+x-x^2$, which is \eqref{eq:moments}.

For $x\ll1$ most acids cleave nothing, and $F$ approaches 1. For $x\gg1$ the standard deviation $\sqrt{x(1+x)}$ is nearly equal to the mean. The tail is
\begin{equation}
P(N\ge m)=(1-p)\sum_{n=m}^{\infty}p^n=p^m ,
\label{eq:tail}
\end{equation}
and, since $-\ln p=\ln(1+1/x)\approx1/x$, it becomes approximately $e^{-m/x}$ for long chains with $m/x$ held fixed.

\section{Where the excess variance comes from}

Fix the lifetime $\tau$. Cleavages then occur at constant rate for a known time, so $N$ is Poisson with mean $r\tau$ and second moment $r\tau+r^2\tau^2$. Averaging over lifetimes gives
\begin{align}
\mathrm{Var}\,N&=r\langle\tau\rangle+r^2\langle\tau^2\rangle-r^2\langle\tau\rangle^2\nonumber\\
&=r\langle\tau\rangle+r^2\,\mathrm{Var}\,\tau .
\label{eq:split}
\end{align}
The first term is the Poisson noise of the cleavages; the second is the spread of lifetimes. For exponential lifetimes $\langle\tau\rangle=1/q$ and $\mathrm{Var}\,\tau=1/q^2$, so the two terms are $x$ and $x^2$. If all acids had the same lifetime, the second term would vanish and $F$ would be 1.

Take $r=2\ \mathrm{s^{-1}}$ and $q=0.1\ \mathrm{s^{-1}}$. Then $x=20$, $p=2/2.1=0.952$, the variance is $20\times21=420$, and $F=21$. An event-by-event simulation of 200\,000 acids with random lifetimes gave a mean of 19.94 and a variance of 416. With every lifetime fixed at $1/q=10$ s, the mean was 19.99 and the variance 20.1. The mean lifetime and the cleavage rate were the same in the two runs; only the lifetime spread differed.

The distribution is far from a narrow peak at 20. Its median is 14. A fraction $1-p=4.8\%$ of acids cleave nothing, whereas a Poisson law of equal mean gives $2\times10^{-9}$. At the other end, \eqref{eq:tail} gives $P(N\ge60)=p^{60}=5.4\%$, against $4\times10^{-13}$ for the Poisson law.

\section{A bake of finite length}

If the bake stops at time $T$, the active time is $\tau_T=\min(\tau,T)$. Equation \eqref{eq:split} still holds with $\tau_T$ in place of $\tau$. Put $s_T=qT$. The chance of being active at $t<T$ is $e^{-qt}$, so
\begin{align}
\langle\tau_T\rangle&=\int_0^T e^{-qt}\,dt=\frac{1-e^{-s_T}}q,\\
\langle\tau_T^2\rangle&=2\int_0^T t e^{-qt}\,dt
=\frac2{q^2}\left[1-(1+s_T)e^{-s_T}\right].
\end{align}
Subtracting the squared mean gives
\begin{equation}
\mathrm{Var}\,\tau_T=\frac{1-2s_Te^{-s_T}-e^{-2s_T}}{q^2},
\end{equation}
because the terms $-2e^{-s_T}$ and $+2e^{-s_T}$ cancel. Thus
\begin{align}
\langle N\rangle_T&=x(1-e^{-s_T}),\label{eq:meanT}\\
\mathrm{Var}_T N&=\langle N\rangle_T+x^2(1-2s_Te^{-s_T}-e^{-2s_T}).
\label{eq:varT}
\end{align}
The last term is $r^2$ times the variance of a quantity that is not constant, so it is positive for any $T>0$. For a short bake its bracket expands to $s_T^3/3$ at leading order, while the mean is $xs_T$. Hence $F-1\approx xs_T^2/3=rqT^2/3$. For $qT\ll1$ nearly all acids are stopped by the end of the bake at the same time, but the counts are almost Poissonian only if $rqT^2\ll1$ as well, which for long chains is the stricter condition.

The full distribution is the sum over acids lost before $T$ and acids still alive:
\begin{equation}
P_n(T)=\int_0^T qe^{-qt}\frac{(rt)^n e^{-rt}}{n!}\,dt
+e^{-qT}\frac{(rT)^n e^{-rT}}{n!}.
\end{equation}
The substitution $u=(r+q)t$ turns the first term into $(1-p)p^nG_n$, where
\begin{equation}
G_n=\frac1{n!}\int_0^{(r+q)T}u^n e^{-u}\,du .
\end{equation}
As $T\to\infty$, $G_n\to1$, the second term vanishes, and \eqref{eq:geo} returns.

For $T=60$ s, $s_T=6$ and $e^{-6}=0.0025$. The mean falls by $0.25\%$, to 19.95, but the variance falls by about $3\%$, to 408. The variance is more sensitive because its correction carries the factor $2s_T=12$: the few acids cut off are the long-lived ones.

\section{A limited number of sites}

Suppose that the acid can reach $S$ sites, well mixed, each cleaved at rate $k=r/S$ while intact. The initial total rate is again $r$. Given $\tau$, each site is cleaved with probability $1-e^{-k\tau}$, independently of the others, so $N$ is binomial. For a long bake $\langle e^{-k\tau}\rangle=q/(q+k)$, and
\begin{equation}
\langle N\rangle_S=\frac{Sk}{q+k}=\frac{Sx}{S+x}.
\label{eq:poolmean}
\end{equation}
For the factorial moment,
\begin{align}
\langle(1-e^{-k\tau})^2\rangle
&=1-\frac{2q}{q+k}+\frac q{q+2k}
=\frac{2k^2}{(q+k)(q+2k)},\\
\langle N(N-1)\rangle_S&=\frac{2S(S-1)k^2}{(q+k)(q+2k)} .
\end{align}
The variance exceeds the mean if $\langle N(N-1)\rangle_S>\langle N\rangle_S^2$. Dividing out common positive factors leaves
\begin{equation}
2(S-1)(q+k)>S(q+2k)\quad\Longleftrightarrow\quad Sq>2q+2k .
\end{equation}
With $k=r/S$ this is $S^2-2S-2x>0$, or
\begin{equation}
S>1+\sqrt{1+2x}.
\label{eq:threshold}
\end{equation}
For smaller pools the ceiling on $N$ narrows the distribution more than the lifetime spread widens it, and the super-Poissonian property fails. For $x=20$ the threshold is 7.4: seven sites give $F=0.92$ and eight give $F=1.12$.

For $S\gg x$, expansion to first order in $1/S$ gives a mean lower by $x^2/S$ and a Fano factor lower by $(3x^2+2x)/S$. For long chains the relative loss in $F$ is therefore about three times that in the mean. At $S=400$ the Fano factor is 18.2, still visibly below 21.

\section{Noise from many acids}

Let $K$ independent acids be born in a given volume, with $K$ Poisson distributed and of mean $M$, and let $Y$ be their total number of cleavages. At fixed $K$ the variance of $Y$ is $K\,\mathrm{Var}\,N$ and its mean is $Kx$. Averaging over $K$,
\begin{align}
\mathrm{Var}\,Y&=M\,\mathrm{Var}\,N+x^2\,\mathrm{Var}\,K\nonumber\\
&=Mx(1+x)+Mx^2=Mx(1+2x),
\end{align}
and division by $\langle Y\rangle^2=M^2x^2$ gives
\begin{equation}
\frac{\mathrm{Var}\,Y}{\langle Y\rangle^2}=\frac1M\left(2+\frac1x\right).
\label{eq:noise}
\end{equation}
The acid number alone would give $1/M$. For long chains the spread of lifetimes contributes as much again. A larger $x$ at fixed $M$ removes the term $1/x$ but cannot bring the squared relative noise below $2/M$ as long as the bake is long, $qT\gg1$, and sites stay in excess. Depletion of sites damps the fluctuations of the total: for $M=20$ acids sharing 2000 well-mixed sites the squared relative noise is about $1.7/M$ at $x=20$ and $0.7/M$ at $x=100$. If $x$ is raised by lowering $q$ at fixed $T$, the spread of active times shrinks and the squared relative noise falls toward $\left[1+1/(rT)\right]/M$, which is close to $1/M$ only for $rT\gg1$.

With 0.02 acids per $\mathrm{nm^3}$, a cube of edge 10 nm has $M=20$. The mean total is 400 cleavages, and the relative noise is $\sqrt{2.05/20}=32\%$, compared with $22\%$ from the acid number alone. These are cleavages by acids born in the cube, wherever they occur. For a diffusivity $D=2\ \mathrm{nm^2/s}$, the root-mean-square displacement in the mean lifetime is $\sqrt{6D/q}=11$ nm, comparable with the cube edge. The $32\%$ is therefore not the noise in the number of cleaved sites inside the cube. With acids born uniformly and diffusing freely, more acids each contribute part of their chain, and that noise is about $17\%$.

\section{When the rates drift}

\subsection{Shared depletion of protected sites}

Many acids draw on the same sites. Let $h_0$ and $\rho_0$ be the initial densities of acids and protected sites. In mean field, with spatial correlations ignored, the site density obeys
\begin{equation}
\frac{d\rho}{dt}=-\frac r{\rho_0}\,h_0e^{-qt}\rho .
\end{equation}
Define $c=h_0x/\rho_0$, the cleaved fraction that constant $r$ would predict. Integration gives $\rho/\rho_0=\exp[-c(1-e^{-qt})]$. The cleavage rate of a living acid is $r\rho/\rho_0$, so with $u=1-e^{-qt}$
\begin{equation}
\langle N\rangle=\int_0^\infty r\frac{\rho}{\rho_0}e^{-qt}\,dt
=x\int_0^1e^{-cu}\,du=x\,\frac{1-e^{-c}}c .
\label{eq:depletion}
\end{equation}
Site excess thus means $c\ll1$; a large number of sites per acid is not enough. With $\rho_0=2\ \mathrm{nm^{-3}}$ there are 100 sites per acid, yet $c=0.02\times20/2=0.2$. The mean drops to 18.1, or $9\%$ below 20, and $F$ drops from 21 to 17.4.

\subsection{Consumption of quencher}

If acids are lost by neutralization, each loss also removes a quencher molecule. Let the quencher density be $b$, with $b_0>h_0$, and let the neutralization constant be $q/b_0$, so that the initial loss rate is $q$. Then
\begin{equation}
\frac{dh}{dt}=\frac{db}{dt}=-\frac q{b_0}hb .
\end{equation}
The difference $b-h$ is conserved and $h\to0$, so $b\to b_0-h_0$. Dividing the equation for $b$ by $b$ and integrating gives $\ln[b_0/(b_0-h_0)]=(q/b_0)\int_0^\infty h\,dt$. The mean lifetime is the integral of the survival probability $h/h_0$. With $f=h_0/b_0$ and constant $r$,
\begin{equation}
\langle N\rangle=\frac r{h_0}\int_0^\infty h\,dt=x\,\frac{-\ln(1-f)}f .
\label{eq:quencher}
\end{equation}
For $b_0=0.1\ \mathrm{nm^{-3}}$, $f=0.2$ and the mean rises to 22.3, or $12\%$ above 20. The Fano factor rises to 26, because late losses become slower. An exponential lifetime with the longer mean would give 23.3; the longer tail of the lifetime distribution supplies the rest.

\subsection{Both effects together}

Let $s(t)$ now be the survival probability, $R(t)=r\rho/\rho_0$ the cleavage rate and $\Lambda(t)=\int_0^tR\,dt'$. At fixed active time $\tau_T$ the count is Poisson with mean $\Lambda(\tau_T)$. For a function $g$ with $g(0)=0$, $\langle g(\tau_T)\rangle=\int_0^T g'(t)s(t)\,dt$, since the increment at $t$ is collected by surviving acids. Taking $g=\Lambda$ and $g=\Lambda^2$,
\begin{equation}
\langle N\rangle=\int_0^T Rs\,dt,\qquad
\langle N(N-1)\rangle=2\int_0^T\Lambda Rs\,dt .
\end{equation}
The densities follow from
\begin{equation}
\dot s=-q\frac b{b_0}s,\qquad \dot b=-\frac q{b_0}h_0sb,\qquad
\dot\rho=-\frac r{\rho_0}h_0s\rho .
\end{equation}
Numerical integration to $T=60$ s gives a mean of 19.9 and $F=19.8$. The near agreement with 20 and 21 is not evidence that each shift is small. It comes from the chosen values: $r/\rho_0=q/b_0=1\ \mathrm{nm^3/s}$, so $\dot\rho/\rho=\dot b/b$ and $\rho/\rho_0=b/b_0$ at all times. The cleavage and loss rates then fall in proportion, $p$ stays constant, and for a long bake \eqref{eq:geo} holds exactly for any $h_0<b_0$. The remaining difference from 20 and 21 is due to the finite bake. For other values of $rb_0/(q\rho_0)$ the two shifts do not cancel exactly.

\section{The example beside a real resist}

The parameters describe, roughly, a chemically amplified resist for extreme-ultraviolet exposure at low dose. A bake of about a minute near 363 K is realistic; the rates and densities are round model values. A chain length of 20 is modest, since chains of hundreds are also possible, though only at lower acid density: here the mean cannot exceed the 100 sites available per acid. The quencher density was chosen to exceed the acid density. The neutralization constant $q/b_0=1\ \mathrm{nm^3/s}$ lies well below the diffusion limit $4\pi Da=12.6\ \mathrm{nm^3/s}$ for $D=2\ \mathrm{nm^2/s}$, a contact radius $a=0.5$ nm and immobile quencher. Diffusion-limited neutralization at the same $b_0$ would give $q=1.3\ \mathrm{s^{-1}}$ and $x=1.6$, so the example assumes slow neutralization. The numerical output lists the input values and the main results.

The assumption most clearly broken near a printed edge is site excess, because a large fraction of the groups must be removed there to switch the solubility. If half are cleaved, \eqref{eq:depletion} requires $e^{-c}=1/2$, hence $c=0.69$, and the mean is $0.5/0.69=0.72$ of $x$: a reduction of $28\%$, at fixed $r$, $q$ and long bake. This figure applies only to a loss channel that is not used up. It needs $h_0=0.069\ \mathrm{nm^{-3}}$, which would consume $69\%$ of the quencher of the example. With loss by neutralization and $r/\rho_0=q/b_0$, half the sites are cleaved at $h_0=0.05\ \mathrm{nm^{-3}}$ and the long-bake mean stays at 20. Where acid outnumbers quencher, \eqref{eq:quencher} does not apply. An acid with no loss channel works until the bake ends, and in mean field its count is Poisson. The mean would be $rT=120$ with sites in excess, but the example has only 100 sites per acid; with shared depletion the mean is $(\rho_0/h_0)\left(1-e^{-h_0rT/\rho_0}\right)=100(1-e^{-1.2})=70$, and it is lower still at higher acid density. Acid numbers may also be clumped, because one absorbed photon can produce several acids; \eqref{eq:noise} then needs the actual $\mathrm{Var}\,K$. If each absorbed photon yields a Poisson number of acids with mean $\phi$, then $\mathrm{Var}\,K=M(1+\phi)$ and the bracket in \eqref{eq:noise} becomes $2+\phi+1/x$. For $\phi=2$ and $M=20$ the relative noise is $45\%$, compared with $39\%$ from the acid number alone.

Depletion by the acid itself depends on how well the sites are mixed. A sphere of radius 11 nm holds about 11\,000 sites, and \eqref{eq:poolmean} lowers the mean by $0.2\%$ if they are well mixed. Close to the acid, mixing is imperfect. In a steady state, the diffusive inflow of sites in the acid's frame, $4\pi y^2D\,d\rho/dy$ at distance $y$, must equal $r$. Integration from a contact radius $a$ outward gives
\begin{equation}
\frac{\rho_0-\rho(a)}{\rho_0}=\frac{r/\rho_0}{4\pi Da}.
\end{equation}
For $a=0.5$ nm this is $1/(4\pi\times2\times0.5)=8\%$. The constant $r$ must therefore be read as the effective rate after this local depletion has set in; the initial transient is left out.

For a long bake with constant rates, temperature enters through $x$ alone. If both rates follow Arrhenius laws and the activation energy of cleavage exceeds that of loss by $\Delta E$, then $x\propto e^{-\Delta E/k_BT_b}$ at bake temperature $T_b$. For a chosen $\Delta E=0.5$ eV, a bake hotter by 1 K raises $x$ by $4.5\%$. The sign reverses if loss has the higher activation energy. For a shorter bake the mean moves toward $rT$, and the full activation energy of cleavage matters. With chosen values of 1.4 eV for cleavage and 0.9 eV for loss, the mean rises by about $9\%$ per kelvin at $qT=1$ and by $13\%$ for an acid with no loss channel and sites in excess.

\section*{Computed values}
\begin{verbatim}
Cleavage rate r = 2.00 1/s
Loss rate q = 0.10 1/s
Bake time T = 60 s; bake temperature = 363 K
Protected-site density = 2.00 1/nm^3
Acid density = 0.020 1/nm^3
Quencher density = 0.100 1/nm^3
Acid diffusivity = 2.00 nm^2/s; contact radius = 0.50 nm
Probability next event is cleavage p = 0.95238
Long bake: mean = 20.000 cleavages
Long bake: variance = 420.000 cleavages^2
Long bake: standard deviation = 20.494 cleavages
Long bake: Fano factor = 21.000
Median = 14 cleavages
P(N=0), geometric = 0.04762
P(N=0), Poisson of equal mean = 2.061e-09
P(N>=60), geometric = 0.05354
P(N>=60), Poisson of equal mean = 4.233e-13
Simulated acids = 200000
Simulation, random lifetime: mean = 19.935
Simulation, random lifetime: variance = 416.42
Simulation, fixed lifetime: mean = 19.986
Simulation, fixed lifetime: variance = 20.106
Bake time over mean lifetime qT = 6.00
Finite bake: mean = 19.950 cleavages
Finite bake: variance = 408.05 cleavages^2
Finite bake: Fano factor = 20.453
Pool size at which Fano factor is 1 = 7.403 sites
Pool of 7 sites: Fano factor = 0.9212
Pool of 8 sites: Fano factor = 1.1190
Pool of 40 sites: Fano factor = 7.1667
Pool of 400 sites: Fano factor = 18.2251
Cube edge = 10 nm; mean acids born in it = 20.0
Their total cleavages: mean = 400.00
Their total cleavages: variance = 16400.0
Their total cleavages: relative noise = 32.02 %
Acid shot noise alone = 22.36 %
Site depletion only: mean = 18.127 cleavages
Site depletion only: Fano factor = 17.394
Site depletion only: sites cleaved = 18.13 %
Quencher consumption only: mean = 22.314 cleavages
Quencher consumption only: Fano factor = 25.965
Both effects, finite bake: mean = 19.868 cleavages
Both effects, finite bake: Fano factor = 19.798
Both effects, finite bake: sites cleaved = 19.87 %
Rms diffusion radius at mean lifetime = 10.95 nm
Sites in sphere of that radius = 11013
Self-depletion lowers mean by = 0.181 %
Rate constant r/rho0 = 1.000 nm^3/s
Local drop of site density at contact = 7.96 %
Activation-energy difference = 0.50 eV
Change of r/q for 1 K hotter bake = 4.49 %
\end{verbatim}
